# The atomic charge gap of the Kanamori Hamiltonian, part 1

(Sections cited here and not found follow in the second part.)

## Definitions and conventions

An atomic shell has $M$ orbitals with real, orthonormal wave functions $\varphi_1,\dots,\varphi_M$ and a common one-electron energy $\varepsilon$. The operator $d^\dagger_{m\sigma}$ creates an electron with spin $\sigma=\uparrow,\downarrow$ in orbital $m$, and

$$\{d_{m\sigma},d^\dagger_{k\sigma'}\}=\delta_{mk}\delta_{\sigma\sigma'},\qquad \{d_{m\sigma},d_{k\sigma'}\}=0 .$$

The second relation gives $d_{m\sigma}^2=0$. The number operator $n_{m\sigma}=d^\dagger_{m\sigma}d_{m\sigma}$ obeys $n_{m\sigma}^2=n_{m\sigma}$, and all number operators commute. We write $\hat N_\sigma=\sum_m n_{m\sigma}$, $\hat N=\hat N_\uparrow+\hat N_\downarrow$, and

$$\hat D=\sum_m n_{m\uparrow}n_{m\downarrow}$$

for the number of doubly occupied orbitals. The algebra is in atomic units ($\hbar=m_e=e^2/4\pi\epsilon_0=1$), so spin is measured in units of $\hbar$. Numbers are in eV and ångström.

The Kanamori Hamiltonian of the shell is

$$
\begin{aligned}
H={}&U\sum_m n_{m\uparrow}n_{m\downarrow}+U'\sum_{m\ne k}n_{m\uparrow}n_{k\downarrow}+(U'-J)\sum_{m<k,\,\sigma}n_{m\sigma}n_{k\sigma}\\
&-J\sum_{m\ne k}d^\dagger_{m\uparrow}d_{m\downarrow}d^\dagger_{k\downarrow}d_{k\uparrow}
+J\sum_{m\ne k}d^\dagger_{m\uparrow}d^\dagger_{m\downarrow}d_{k\downarrow}d_{k\uparrow}.
\end{aligned}\tag{1}
$$

A sum over $m\neq k$ runs over ordered pairs, so each pair of orbitals occurs twice, while a sum over $m<k$ counts it once. The first line holds the density terms: two electrons cost $U$ in the same orbital, $U'$ in different orbitals with opposite spins, and $U'-J$ in different orbitals with parallel spins. The fourth term is the spin flip and the fifth is the pair hopping. $J$ is the Hund coupling.

Every term of (1) has as many creators as annihilators, so $H$ conserves $\hat N$. Let $E(N)$ be the lowest eigenvalue of $H$ among states with $N$ electrons, $0\le N\le 2M$. The addition energy and the atomic charge gap are

$$A(N)=E(N+1)-E(N),\qquad \Delta(N)=A(N)-A(N-1)=E(N+1)+E(N-1)-2E(N).\tag{2}$$

$\Delta(N)$ is defined for $1\le N\le 2M-1$, since the empty shell has no electron to give and the full shell has no room to receive one. It is the energy needed to move one electron between two identical, non-interacting atoms that start with $N$ electrons each, with all four atomic states taken as the lowest of their kind. The one-electron term $\varepsilon\hat N$ adds $\varepsilon[(N+1)+(N-1)-2N]=0$ to $\Delta$, which is why it is left out of (1).

The statement proved in these notes is: if $U'=U-2J$ and $J\ge0$, then

$$\Delta(M)=U+(M-1)J,\qquad \Delta(N)=U-3J\quad\text{for } 1\le N\le 2M-1,\ N\ne M .\tag{3}$$

Both conditions are used in the proof. A third one, $U\ge3J$, is needed only to read $\Delta$ as the range of chemical potential over which the atom holds $N$ electrons.

## Where the Hamiltonian comes from

The Coulomb interaction restricted to the shell is

$$H_C=\frac12\sum_{ijkl}\sum_{\sigma\sigma'}(ij|kl)\,d^\dagger_{i\sigma}d^\dagger_{k\sigma'}d_{l\sigma'}d_{j\sigma},\qquad
(ij|kl)=\iint \frac{\varphi_i(\mathbf r)\varphi_j(\mathbf r)\,\varphi_k(\mathbf r')\varphi_l(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .$$

For real orbitals the integral is unchanged under $i\leftrightarrow j$, under $k\leftrightarrow l$, and under exchange of the two pairs. Suppose that the only nonzero integrals are $(mm|mm)=U$, $(mm|kk)=U'$ and $(mk|mk)=(mk|km)=J$ for $m\ne k$, with the same values for all orbitals. There are then four kinds of term.

For $(mm|mm)$ the operator is $d^\dagger_{m\sigma}d^\dagger_{m\sigma'}d_{m\sigma'}d_{m\sigma}$. It vanishes for $\sigma=\sigma'$ because $d_{m\sigma}^2=0$. For $\sigma\ne\sigma'$ the inner pair is $n_{m\sigma'}$, which commutes with $d_{m\sigma}$, so the product is $n_{m\uparrow}n_{m\downarrow}$. Two spin choices cancel the factor $\tfrac12$ and give the first term of (1).

For $(mm|kk)$ the operator is $d^\dagger_{m\sigma}d^\dagger_{k\sigma'}d_{k\sigma'}d_{m\sigma}=n_{m\sigma}n_{k\sigma'}$ by the same argument. The opposite-spin part is $\tfrac12U'\sum_{m\ne k}(n_{m\uparrow}n_{k\downarrow}+n_{m\downarrow}n_{k\uparrow})$, and renaming $m\leftrightarrow k$ in the second half turns it into $U'\sum_{m\ne k}n_{m\uparrow}n_{k\downarrow}$. The parallel-spin part is $\tfrac12U'\sum_{m\ne k,\sigma}n_{m\sigma}n_{k\sigma}=U'\sum_{m<k,\sigma}n_{m\sigma}n_{k\sigma}$.

For $(mk|km)$ the operator is $d^\dagger_{m\sigma}d^\dagger_{k\sigma'}d_{m\sigma'}d_{k\sigma}$. The two middle operators belong to different orbitals and anticommute, so it equals $-d^\dagger_{m\sigma}d_{m\sigma'}d^\dagger_{k\sigma'}d_{k\sigma}$. For $\sigma=\sigma'$ this is $-n_{m\sigma}n_{k\sigma}$, and $\tfrac12J\sum_{m\ne k}$ gives $-J\sum_{m<k,\sigma}n_{m\sigma}n_{k\sigma}$, which completes the coefficient $U'-J$. For $\sigma=\uparrow$, $\sigma'=\downarrow$ it is $-d^\dagger_{m\uparrow}d_{m\downarrow}d^\dagger_{k\downarrow}d_{k\uparrow}$. For $\sigma=\downarrow$, $\sigma'=\uparrow$ it is $-(d^\dagger_{m\downarrow}d_{m\uparrow})(d^\dagger_{k\uparrow}d_{k\downarrow})$; the two brackets commute (moving a pair past a pair takes four anticommutations), and after renaming $m\leftrightarrow k$ this is the previous operator again. The two cancel the $\tfrac12$ and give the spin flip with coefficient $-J$.

For $(mk|mk)$ the operator is $d^\dagger_{m\sigma}d^\dagger_{m\sigma'}d_{k\sigma'}d_{k\sigma}$, which vanishes for $\sigma=\sigma'$. The choice $\uparrow\downarrow$ gives $d^\dagger_{m\uparrow}d^\dagger_{m\downarrow}d_{k\downarrow}d_{k\uparrow}$. The choice $\downarrow\uparrow$ gives the same operator, since swapping the two creators and the two annihilators costs two signs. The result is the pair hopping with coefficient $+J$.

For the bare Coulomb interaction $J>0$. It is the electrostatic self-interaction of the real charge density $\rho=\varphi_m\varphi_k$, and in Fourier space $J=\int\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}|\tilde\rho(\mathbf q)|^2$, an integral of a non-negative function that is not zero everywhere.

## The relation $U'=U-2J$

Take a $p$ shell of a spherical atom, $\varphi\propto x,y,z$ times a common radial function. The kernel $1/|\mathbf r-\mathbf r'|$ is unchanged when both positions are reflected, $x\to-x$ and $x'\to-x'$, while each factor $p_x$ changes sign. An integral that equals minus itself is zero, so $p_x$ must occur an even number of times, and likewise $p_y$ and $p_z$. With four factors, either all four indices agree or they form two equal pairs, which are exactly the integrals kept above. Rotations that exchange the axes make $U$, $U'$ and $J$ the same for all orbitals and pairs.

The orbital $\varphi=(p_x+p_y)/\sqrt2$ is $p_x$ rotated by $45^\circ$ about $z$, so $(\varphi\varphi|\varphi\varphi)=U$. Insert $\varphi^2=\tfrac12(p_x^2+p_y^2+2p_xp_y)$ on both sides of the kernel:

$$U=\tfrac14\big[(xx|xx)+(yy|yy)+2(xx|yy)+4(xy|xy)+4(xx|xy)+4(yy|xy)\big].$$

The last two integrals contain $p_x$ an odd number of times and vanish. What remains is $U=\tfrac14[2U+2U'+4J]$, that is $2U=2U'+4J$, or

$$U'=U-2J.\tag{4}$$

The same holds for the three $t_{2g}$ orbitals $xy$, $yz$, $xz$ of a spherical $d$ shell. Let $a,b,c$ be the number of times $xy$, $yz$, $xz$ occur in an integral, $a+b+c=4$. The three reflections require $a+c$, $a+b$ and $b+c$ to be even, so $a,b,c$ have the same parity; three odd numbers cannot add up to 4, so all are even. The orbitals $xz$ and $yz$ turn into each other under rotations about $z$ exactly as $x$ and $y$ do, and the $45^\circ$ argument carries over.

The numerical check tests this with integrals over Gaussian shells $r^l e^{-ar^2}$, $a=2.00$ Å$^{-2}$. For the $p$ shell it finds $U=18.77$ eV, $J=1.149$ eV and $U'=16.47$ eV, equal to $U-2J$; for the $t_{2g}$ block $U=15.66$ eV, $J=0.807$ eV and $U'=14.05$ eV, again equal to $U-2J$. It also asserts that the matrix of $H_C$ built from all 81 integrals agrees with the matrix of (1). These are bare integrals of a model orbital and describe no particular atom.

In a cubic crystal the $45^\circ$ rotation is not a symmetry, and (4) is then an assumption about the orbitals and the screening. For general $M$, equations (1) and (4) are taken as the definition of the model.

## Rewriting the density terms

Label the $2M$ spin-orbitals by $\alpha$. Then $\hat N^2=\sum_\alpha n_\alpha^2+\sum_{\alpha\ne\beta}n_\alpha n_\beta=\hat N+2\sum_{\alpha<\beta}n_\alpha n_\beta$, using $n_\alpha^2=n_\alpha$. So $\hat N(\hat N-1)/2$ counts the pairs of electrons. A pair of spin-orbitals is of one of three kinds (same orbital, different orbitals with opposite spins, different orbitals with parallel spins), which gives

$$\frac{\hat N(\hat N-1)}2=\hat D+\sum_{m\ne k}n_{m\uparrow}n_{k\downarrow}+\sum_{m<k,\sigma}n_{m\sigma}n_{k\sigma}.\tag{5}$$

With (4) the three coefficients in (1) are $U=(U-3J)+3J$, $U'=(U-3J)+J$ and $U'-J=U-3J$. The common part $U-3J$ multiplies the whole of (5), and

$$H_{\rm dens}=(U-3J)\frac{\hat N(\hat N-1)}2+3J\hat D+J\sum_{m\ne k}n_{m\uparrow}n_{k\downarrow}.$$

The last sum is the unrestricted sum $\hat N_\uparrow\hat N_\downarrow$ less its $m=k$ terms, which are $\hat D$. Hence

$$H_{\rm dens}=(U-3J)\frac{\hat N(\hat N-1)}2+J\big(2\hat D+\hat N_\uparrow\hat N_\downarrow\big).\tag{6}$$

## The spin flip in terms of total spin

Define $S^+_m=d^\dagger_{m\uparrow}d_{m\downarrow}$, $S^-_m=d^\dagger_{m\downarrow}d_{m\uparrow}$, the totals $S^\pm=\sum_mS^\pm_m$, and $S_z=\tfrac12(\hat N_\uparrow-\hat N_\downarrow)$. On one orbital,

$$S^+_mS^-_m=d^\dagger_{m\uparrow}\,(d_{m\downarrow}d^\dagger_{m\downarrow})\,d_{m\uparrow}=d^\dagger_{m\uparrow}(1-n_{m\downarrow})d_{m\uparrow}=n_{m\uparrow}(1-n_{m\downarrow}),$$

and in the same way $S^-_mS^+_m=n_{m\downarrow}(1-n_{m\uparrow})$. The difference is $n_{m\uparrow}-n_{m\downarrow}$. Operators on different orbitals commute, being pairs of fermion operators, so $[S^+,S^-]=2S_z$. The total spin is $\mathbf S^2=\tfrac12(S^+S^-+S^-S^+)+S_z^2$, and eliminating one product with the commutator gives

$$S^+S^-=\mathbf S^2-S_z^2+S_z,\qquad S^-S^+=\mathbf S^2-S_z^2-S_z.\tag{7}$$

The spin-flip term of (1) is $-J\sum_{m\ne k}S^+_mS^-_k$. Completing the sum and subtracting the $m=k$ terms, which add up to $\hat N_\uparrow-\hat D$,

$$H_{\rm flip}=-J\big(S^+S^--\hat N_\uparrow+\hat D\big).\tag{8}$$

## The pair hopping in terms of a pair operator

Define $P_m=d_{m\downarrow}d_{m\uparrow}$, which removes a pair from orbital $m$, its adjoint $P_m^\dagger=d^\dagger_{m\uparrow}d^\dagger_{m\downarrow}$, and $P=\sum_mP_m$. On one orbital,

$$P^\dagger_mP_m=d^\dagger_{m\uparrow}n_{m\downarrow}d_{m\uparrow}=n_{m\uparrow}n_{m\downarrow},\qquad
P_mP^\dagger_m=d_{m\downarrow}(1-n_{m\uparrow})d^\dagger_{m\downarrow}=(1-n_{m\uparrow})(1-n_{m\downarrow}).$$

The pair-hopping term is $J\sum_{m\ne k}P^\dagger_mP_k$, and completing the sum as before,

$$H_{\rm pair}=J\big(P^\dagger P-\hat D\big).\tag{9}$$

Subtracting the two one-orbital products gives $[P_m,P_m^\dagger]=1-n_{m\uparrow}-n_{m\downarrow}$. Different orbitals commute, so

$$[P,P^\dagger]=M-\hat N,\qquad\text{that is}\qquad P^\dagger P=PP^\dagger+\hat N-M.\tag{10}$$

The pair operators commute with the spin. The product $P_mS^-_m=d_{m\downarrow}d_{m\uparrow}d^\dagger_{m\downarrow}d_{m\uparrow}$ vanishes because the two factors $d_{m\uparrow}$ can be brought together across $d^\dagger_{m\downarrow}$, and $S^-_mP_m=d^\dagger_{m\downarrow}d_{m\uparrow}d_{m\downarrow}d_{m\uparrow}$ vanishes for the same reason. Likewise $P^\dagger_mS^-_m$ contains $(d^\dagger_{m\downarrow})^2=0$, and $S^-_mP^\dagger_m=d^\dagger_{m\downarrow}(1-n_{m\uparrow})d^\dagger_{m\downarrow}=0$. So $[P,S^-]=[P^\dagger,S^-]=0$, and the adjoints of these relations give $[P^\dagger,S^+]=[P,S^+]=0$. $P$ removes one electron of each spin and so commutes with $S_z$. Therefore $P$ and $P^\dagger$ commute with $\mathbf S^2$: they remove or add a spin singlet.

## The compact form

Adding (6), (8) and (9),

$$H=(U-3J)\frac{\hat N(\hat N-1)}2+J\hat W,\qquad \hat W=2\hat D+\hat N_\uparrow\hat N_\downarrow-S^+S^-+\hat N_\uparrow-\hat D+P^\dagger P-\hat D .$$

The three terms in $\hat D$ cancel. This cancellation rests on (4): the $2\hat D$ came from $U-U'=2J$. Since $\hat N_\uparrow=\hat N/2+S_z$ and $\hat N_\downarrow=\hat N/2-S_z$, the product is $\hat N_\uparrow\hat N_\downarrow=\hat N^2/4-S_z^2$. Using (7),

$$\hat W=\frac{\hat N^2}4-S_z^2-\mathbf S^2+S_z^2-S_z+\frac{\hat N}2+S_z+P^\dagger P,$$

and all terms in $S_z$ drop out:

$$H=(U-3J)\frac{\hat N(\hat N-1)}2+J\left[\frac{\hat N}2\Big(\frac{\hat N}2+1\Big)-\mathbf S^2+P^\dagger P\right].\tag{11}$$

As a check, take one orbital with two electrons. Then $\mathbf S^2=0$, $P^\dagger P=n_\uparrow n_\downarrow=1$, and $H=(U-3J)+J[2-0+1]=U$, as (1) requires.

At fixed $N$ the first term of (11) is a number. The order of the levels is fixed by $J\hat W$ alone, and for $J>0$ the lowest state has the largest possible spin and the smallest possible $P^\dagger P$. The first of these requirements is Hund's first rule in this model.

## A lower bound on the energy

Let $\psi$ be any normalized state with $N$ electrons, and let $n=\min(N,2M-N)$ be the number of electrons or of holes, whichever is smaller.

The spin is bounded by $S\le n/2$. The spin operators conserve $\hat N$, so the $N$-electron space splits into multiplets, and a multiplet of spin $S$ contains a state with $S_z=S$. The eigenvalues of $S_z$ are $(N_\uparrow-N_\downarrow)/2=N_\uparrow-N/2$. There are only $N$ electrons, so $N_\uparrow\le N$ and $S_z\le N/2$. There are only $M$ places for up spins, so $N_\uparrow\le M$ and $S_z\le M-N/2=(2M-N)/2$. The expectation value $\langle\mathbf S^2\rangle$ is a weighted mean of eigenvalues $S(S+1)$, hence

$$\langle\mathbf S^2\rangle\le\frac n2\Big(\frac n2+1\Big).$$

The pair term has two lower bounds. Directly, $\langle P^\dagger P\rangle=\|P\psi\|^2\ge0$. From (10), $\langle P^\dagger P\rangle=\|P^\dagger\psi\|^2+N-M\ge N-M$. Both hold for every $N$, so

$$\langle P^\dagger P\rangle\ge\max(0,N-M).$$

For $N\le M$, $n=N$ and the two bounds give $\langle\hat W\rangle\ge0$. For $N\ge M$, $n/2=M-N/2$. With $a=N/2$ and $b=M-N/2$,

$$a(a+1)-b(b+1)=(a-b)(a+b+1)=(N-M)(M+1),$$

and adding the pair bound $N-M$ gives $\langle\hat W\rangle\ge(M+2)(N-M)$. Multiplying an inequality by $J$ keeps its direction only if $J\ge0$, and this is where that condition enters. For every $N$-electron state,

$$\langle H\rangle\ge(U-3J)\frac{N(N-1)}2+(M+2)J\max(0,N-M).\tag{12}$$

## The Hund determinant reaches the bound

Fill the spin-orbitals one at a time in the order $1\uparrow,\dots,M\uparrow,1\downarrow,\dots,M\downarrow$, and call $\psi_N$ the determinant after $N$ steps. Each $\psi_{N+1}$ is one creation operator acting on $\psi_N$.

For $N\le M$ there is no down electron. Every $S^+_m$ and every $P_m$ contains $d_{m\downarrow}$ (in $P_m$ it can be moved to the right at the cost of a sign), so $S^+\psi_N=0$ and $P\psi_N=0$, and $S_z=N/2$. For $N\ge M$ every up place is taken. Every $S^+_m$ and every $P_m^\dagger$ contains $d^\dagger_{m\uparrow}$, so $S^+\psi_N=0$ and $P^\dagger\psi_N=0$, and $S_z=M-N/2$. In both cases $S_z=n/2$, and the second relation in (7) gives $\mathbf S^2\psi_N=(S^-S^++S_z^2+S_z)\psi_N=\tfrac n2(\tfrac n2+1)\psi_N$. The pair term gives $P^\dagger P\psi_N=0$ for $N\le M$ and, by (10), $P^\dagger P\psi_N=(N-M)\psi_N$ for $N\ge M$.

So $\psi_N$ is an eigenstate of $H$ whose energy equals the right-hand side of (12). No state lies lower, and therefore

$$E(N)=(U-3J)\frac{N(N-1)}2+(M+2)J\max(0,N-M).\tag{13}$$

The value can be checked on (1) directly. The spin flip $S^+_mS^-_k$ equals $S^-_kS^+_m$ for $m\neq k$ and so annihilates $\psi_N$. The pair hopping needs a doubly occupied orbital and an empty one, and $\psi_N$ never has both. Only the density terms remain. For $N=M+k$ there are $M(M-1)/2+k(k-1)/2$ parallel pairs, $k$ pairs in the same orbital, and $k(M-1)$ antiparallel pairs in different orbitals. Their excess over $U-3J$ per pair is $3Jk+Jk(M-1)=(M+2)Jk$, in agreement with (13). This count shows what the last term means: each down electron meets one electron in its own orbital, at $3J$ above the parallel-spin price, and $M-1$ electrons of opposite spin in other orbitals, at $J$ above it.

For $J>0$ the degeneracy follows as well. A ground state must reach both bounds, so it has $S=n/2$. The states with $S_z=n/2$ are the determinants with all electrons up ($N\le M$) or with all up places filled ($N\ge M$); there are $\binom Mn$ of them, the number of ways to choose the $n$ singly occupied orbitals. Each is the top state of a multiplet with $S=n/2$, and every such multiplet has its top state in their span. Each is annihilated by $P$ or by $P^\dagger$ as above, and since these commute with $S^-$, so are all $2S+1=n+1$ members of the multiplet. The degeneracy is

$$g(N)=(n+1)\binom Mn,\qquad n=\min(N,2M-N).\tag{14}$$

For $U'=U-2J$ and $J\ge0$, the lowest energy at every filling is now known from (13), and for $J>0$ its degeneracy from (14). What remains is to take the differences of (13) that prove the gap formula (3), to interpret the gap, and to examine examples and cases where the assumptions are relaxed.
